\section*{Knudsen diffusion in long tubes with partly specular walls}

\section{A walker that sometimes forgets its direction}

A walker on a line takes steps of length $a$, each lasting a time $\tau$. After every step it draws a new direction, left or right with equal chance, with probability $f$. Otherwise, with probability $q=1-f$, it keeps the old direction.

Let $N$ be the number of steps between two draws. The walker must keep its direction $N-1$ times and then draw, so
\begin{equation}
P(N)=f\,q^{N-1},\qquad N=1,2,\dots
\end{equation}
The moments follow from the geometric series. Differentiating $\sum_{n\ge0}q^n=1/(1-q)$ gives $\sum n q^{n-1}=1/(1-q)^2$. Multiplying by $q$ and differentiating again gives
\begin{equation}
\sum_{n\ge1} n^2q^{n-1}=\frac{d}{dq}\frac{q}{(1-q)^2}=\frac{1+q}{(1-q)^3}.
\end{equation}
With $1-q=f$ and $1+q=2-f$,
\begin{equation}
\langle N\rangle=\frac1f,\qquad \langle N^2\rangle=\frac{2-f}{f^2}.
\label{eq:N}
\end{equation}

Between draws the walker moves by $\pm Na$ in a time $N\tau$. These displacements are independent and have zero mean, so their squares add. The diffusivity, defined by $\langle x^2\rangle=2Dt$ at long times, is
\begin{equation}
D=\frac{a^2\langle N^2\rangle}{2\tau\langle N\rangle}
=\frac{a^2}{2\tau}\,\frac{2-f}{f}.
\end{equation}
The factor is $\langle N^2\rangle/\langle N\rangle$, which exceeds the mean run length $\langle N\rangle=1/f$ when $f<1$, because long runs weigh more in a mean square than in a mean. A molecule in a round tube behaves in the same way, although its steps vary in length and duration.

\section{The tube and its walls}

A gas fills a long straight tube of circular bore $d$. It is so dilute that molecules meet the wall and not each other. At each strike a molecule is re-emitted diffusely with probability $f$, where $0<f\le1$: its new direction follows the cosine law, its new speed belongs to the wall temperature $T_w$, and neither depends on the past. Otherwise it reflects specularly. The probability $f$ does not depend on speed or angle, and time spent on the wall is neglected for now. The claim is
\begin{equation}
D(f)=\frac{d\,\bar v}{3}\,\frac{2-f}{f},\qquad
\bar v=\sqrt{\frac{8kT_w}{\pi m}},
\label{eq:main}
\end{equation}
with $D$ defined by the flux density $J=-D\,dn/dz$.

The factor $(2-f)/f$ is known as Smoluchowski's approximation. For this wall law and a circular bore it is the exact long-tube limit. What remains approximate is the description of a real wall by one number $f$, and the use of the formula for finite tubes or other cross-sections.

\section{One flight across the tube}

Let $\theta$ be the angle between the velocity and the tube axis, and $\alpha$ the angle between the velocity's projection on the cross-section and the inward normal. The solid angle is $\sin\theta\,d\theta\,d\alpha$, and the cosine of the angle to the normal is $\sin\theta\cos\alpha$. The cosine law therefore reads
\begin{equation}
dP=\frac1\pi\sin^2\theta\,\cos\alpha\;d\theta\,d\alpha,\quad
0<\theta<\pi,\;\;|\alpha|<\frac{\pi}{2}.
\label{eq:cos}
\end{equation}
It is normalized, since the integrals over $\theta$ and $\alpha$ are $\pi/2$ and $2$.

In the cross-section the molecule crosses a chord $\ell=d\cos\alpha$. Its full path is $s=\ell/\sin\theta$ and its axial step is $z=\ell\cot\theta$. By the symmetry $\theta\to\pi-\theta$, $\langle z\rangle=0$. The other averages are
\begin{align}
\langle s\rangle&=\frac d\pi\int_{-\pi/2}^{\pi/2}\!\cos^2\alpha\,d\alpha\int_0^\pi\!\sin\theta\,d\theta
=\frac d\pi\cdot\frac\pi2\cdot2=d,\\
\langle z^2\rangle&=\frac{d^2}\pi\int_{-\pi/2}^{\pi/2}\!\cos^3\alpha\,d\alpha\int_0^\pi\!\cos^2\theta\,d\theta
=\frac{d^2}\pi\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
\end{align}

Fast molecules leave a surface more often than their share in the gas, so emitted speeds have the density $v^3e^{-bv^2}$, up to normalization, with $b=m/2kT_w$. Hence
\begin{equation}
\Big\langle\frac1v\Big\rangle
=\frac{\int_0^\infty v^2e^{-bv^2}dv}{\int_0^\infty v^3e^{-bv^2}dv}
=\frac{\sqrt\pi/(4b^{3/2})}{1/(2b^2)}
=\sqrt{\frac{\pi m}{8kT_w}}=\frac1{\bar v}.
\end{equation}
Speed and direction are independent at emission, so the mean flight time is $d/\bar v$.

\section{Why specular reflection repeats the step}

The wall normal is perpendicular to the axis. A specular reflection reverses the normal velocity and leaves the axial velocity and the speed unchanged, so $\theta$ is conserved.

In the cross-section, a chord and the radii to its two ends form an isosceles triangle. The chord thus meets the wall at the same angle $\alpha$ at both ends. After specular reflection the molecule leaves at that angle again, and its next chord has the same length $d\cos\alpha$. Every flight up to the next diffuse strike has the same $\ell$, $s$ and $z$, including the sign of $z$.

\section{The diffusivity}

Call the motion from one diffuse strike to the next a cycle. It has $N$ equal flights, with the moments \eqref{eq:N}, a displacement $Z=Nz$ and a duration $T=Ns/v$. Because $f$ depends on neither angle nor speed, $N$ is independent of $z$, $s$ and $v$:
\begin{equation}
\langle Z^2\rangle=\frac{2-f}{f^2}\,\frac{2d^2}{3},\qquad
\langle T\rangle=\frac1f\,\frac d{\bar v}.
\end{equation}

Follow a molecule for a long time $t$. On average it begins $t/\langle T\rangle$ cycles, to leading order. Whether a cycle begins before $t$ is decided by earlier cycles, and its displacement has zero mean whatever happened before. Products of displacements from different cycles therefore average to zero, and the squares add to $\langle Z^2\rangle t/\langle T\rangle$.

The cycle still running at time $t$ needs a separate look. If it began a time $u$ earlier, it contributes only that part of $\langle Z^2\rangle$ which comes from durations above $u$. Since $\langle Z^2\rangle$ is finite, this part vanishes as $u$ grows, and its sum over starting times grows more slowly than $t$. The last cycle does not affect the limit.

This growth gives the $D$ of the flux law. For independent molecules, $J=-D\,dn/dz$ and conservation of their number give $\partial n/\partial t=D\,\partial^2n/\partial z^2$ on long scales. Multiplying by $z^2$ and integrating by parts twice gives $d\langle z^2\rangle/dt=2D$. Thus
\begin{equation}
D=\frac{\langle Z^2\rangle}{2\langle T\rangle}
=\frac12\cdot\frac{2-f}{f^2}\cdot\frac{2d^2}{3}\cdot\frac{f\bar v}{d}
=\frac{d\bar v}{3}\,\frac{2-f}{f}.
\end{equation}

For $f=1$ this is the Knudsen diffusivity $d\bar v/3$. For nearly diffuse walls, put $f=1-\epsilon$. The factor is $(1+\epsilon)/(1-\epsilon)\approx1+2\epsilon$, so one per cent of specular strikes raises $D$ by about two per cent. For small $f$ it approaches $2/f$. At $f=0$ a molecule never loses its axial velocity, its mean-square displacement grows as $t^2$, and no diffusivity exists.

\section{Tubes that are not round}

In a straight tube of any convex cross-section, $\theta$ is still conserved by specular reflection, but successive chords $\ell_0,\ell_1,\dots$ generally differ. The displacement in a cycle is
\begin{equation}
Z=\cot\theta\sum_{i=0}^{N-1}\ell_i .
\end{equation}

To average the chords we need their distribution. Consider strikes spread uniformly along the perimeter, with in-plane directions weighted by $\cos\alpha\,d\alpha$. For a perimeter element $d\sigma$, the product $\cos\alpha\,d\sigma$ is the width of a parallel beam leaving it. Free flight preserves the width and direction of the beam, and specular reflection only changes $\alpha$ to $-\alpha$. The distribution is therefore unchanged by a flight followed by a specular reflection. Diffuse reflection also preserves it, so it is the stationary distribution. It follows that $\langle\ell_i\ell_{i+k}\rangle=C_k$ does not depend on $i$.

A square cross-section gives a numerical check. Over 80 successive flights from 160\,000 random starts, the mean-square chord departed from its first value by at most 0.48\%, within the 2\% allowed for sampling error.

Flight $j$ belongs to the cycle if the first $j$ strikes were specular, which has probability $q^j$. Therefore
\begin{align}
\Big\langle\Big(\sum_{i=0}^{N-1}\ell_i\Big)^2\Big\rangle
&=\sum_{i\ge0}q^iC_0+2\sum_{k\ge1}\sum_{i\ge0}q^{i+k}C_k\nonumber\\
&=\frac1f\Big[C_0+2\sum_{k\ge1}q^kC_k\Big].
\end{align}
The mean cycle time is also proportional to $1/f$. The factors $1/f$ cancel, and so does $\langle\cot^2\theta\rangle$ when we divide by the result for $f=1$:
\begin{equation}
\frac{D(f)}{D(1)}=1+2\sum_{k\ge1}(1-f)^k\,\frac{C_k}{C_0}.
\label{eq:corr}
\end{equation}

Chords are positive, so $C_k\ge0$. The Cauchy--Schwarz inequality and the equal mean squares give $C_k\le C_0$. Since $\sum_{k\ge1}q^k=q/f$,
\begin{equation}
1\le\frac{D(f)}{D(1)}\le1+\frac{2(1-f)}f=\frac{2-f}{f}.
\end{equation}
A circle has $C_k=C_0$ and attains the upper bound. For a square the computed $C_1/C_0$ is about 0.75. Its factor is about 3.4 at $f=0.4$, where the bound is 4, and 1.38 at $f=0.8$, where the bound is 1.5.

The argument needs a finite $\langle\ell^2\rangle$. Between infinite parallel plates at distance $h$ the chord is $h/\cos\alpha$, and $\int\ell^2\cos\alpha\,d\alpha$ diverges at grazing angles. Equation \eqref{eq:corr} then has no meaning.

\section{Steady flow and finite length}

Let gas of density $n$ stand at one end of a round tube of length $L$, with vacuum at the other. In the long-tube limit the density falls linearly and $J=Dn/L$. The flux density striking the mouth is $n\bar v/4$. The probability that an entering molecule leaves at the far end is the ratio
\begin{equation}
W_\infty=\frac{4D}{\bar vL}=\frac{4d}{3L}\,\frac{2-f}{f}.
\label{eq:W}
\end{equation}

Molecules were also traced one by one through finite tubes, using neither the repetition of steps nor a diffusion equation. The results, with one standard error, are
\begin{center}
\begin{tabular}{cccc}
$f$ & $L/d$ & traced $W$ & $W_\infty$\\
0.4 & 20 & $0.1796\pm0.0014$ & 0.267\\
0.4 & 50 & $0.0854\pm0.0010$ & 0.107\\
0.8 & 20 & $0.0851\pm0.0009$ & 0.100\\
0.8 & 50 & $0.0360\pm0.0005$ & 0.040
\end{tabular}
\end{center}
The formula overestimates transmission, and less so in the longer tube.

If the ends added a constant to $1/W$, the constant would cancel between two lengths, and the factor would be $\tfrac34\Delta(L/d)/\Delta(1/W)$. For $f=0.8$ this is $22.5/(27.8-11.8)\approx1.41$, with standard error 0.03. For $f=0.4$ it is $3.67\pm0.08$. These values lie 6\% and 8\% below 1.5 and 4, or about three and four standard errors, but only part of this gap is an end effect. Because a cycle only shifts the molecule by $Z$ along the axis, the probability of leaving at the far end obeys a one-dimensional integral equation whose kernel is the density of $Z$. Its numerical solution, free of sampling error, gives $W=0.0837$ and $0.0367$ for $f=0.8$ and $W=0.1804$ and $0.0871$ for $f=0.4$, each within two standard errors of the traced value. The factors are then 1.47 and 3.79, so the end effect lowers them by 2\% and 5\%, and the rest of the gap in the traced values is chance. They passed a test that allowed four standard errors plus 4\% for remaining end effects. They lie well above the mean run lengths $1/f=1.25$ and 2.5, but at these lengths they do not confirm the limiting factor to better than several per cent.

A slow approach to the limit is to be expected from flights nearly parallel to the axis. For small $\theta$, $z\approx d\cos\alpha/\theta$. Changing variable from $\theta$ to $z$ in \eqref{eq:cos} gives the density of long forward steps,
\begin{equation}
p(z)\approx\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\alpha\,
\frac{d^2\cos^2\alpha}{z^2}\,\frac{d\cos\alpha}{z^2}\,d\alpha
=\frac{3d^3}{8z^4},
\end{equation}
because $\int\cos^4\alpha\,d\alpha=3\pi/8$. For $Z=Nz$ the density is $p(Z/N)/N$, which multiplies the tail by $N^3$. One more differentiation of the geometric series gives $\langle N^3\rangle=(6-6f+f^2)/f^3$. Displacements longer than $x$, in both directions, then supply the fraction
\begin{equation}
\frac{2\int_x^\infty Z^2\,\frac{3d^3\langle N^3\rangle}{8Z^4}\,dZ}{\tfrac23d^2\langle N^2\rangle}
=\frac{9d}{8x}\,\frac{6-6f+f^2}{f(2-f)}
\label{eq:tail}
\end{equation}
of $\langle Z^2\rangle$, for $x$ well above $d/f$. A mouth at distance $x$ cuts such displacements short. A loss proportional to $1/x$, summed along the tube, suggests an added resistance that grows like $\ln(L/d)$. It would not cancel between two lengths, but it would vanish relative to a resistance proportional to $L$. The integral equation bears this out. Between $L/d=200$ and 500 the excess $1/W-1/W_\infty$ grows by about 0.35 for $f=0.8$ and 0.40 for $f=0.4$ per unit of $\ln(L/d)$, and the factor from the slope rises to 1.497 and 3.97.

\section{Precursor reaching the bottom of a deep hole}

Take trimethylaluminium vapour, molar mass 72\,g/mol, in a hole with $d=100$\,nm and $L=5$\,$\mu$m at 500\,K. The precursor pressure is 0.1\,Torr and $f=0.8$. The sidewalls are already saturated, and the bottom captures every molecule that reaches it. A captured molecule does not return, so the bottom acts like the open far end of a tube.

The mean speed is 383\,m/s, and
\begin{align}
D(1)&=\frac{(10^{-7}\,\mathrm m)(383\,\mathrm{m/s})}{3}
=1.28\times10^{-5}\,\mathrm{m^2/s},\\
D(0.8)&=1.5\,D(1)=1.92\times10^{-5}\,\mathrm{m^2/s}=0.19\,\mathrm{cm^2/s}.
\end{align}
With $L/d=50$, equation \eqref{eq:W} gives $W_\infty=\frac{4}{150}\times1.5=0.040$. The traced value, 0.036, is lower by 9.9\% of $W_\infty$, with a standard error of 1.2 percentage points. The integral equation gives 0.0367, lower by 8.3\%. The length is 33 times $d(2-f)/f=150$\,nm, and the end effect is still about 8\%.

The rate at which molecules enter the mouth is
\begin{equation}
\frac{p}{\sqrt{2\pi mkT_w}}\,\frac{\pi d^2}{4}=1.45\times10^9\,\mathrm{s^{-1}}.
\end{equation}
Multiplied by the traced 0.036, this gives $(5.2\pm0.1)\times10^7$ arrivals per second at the bottom; with 0.0367 it gives $5.3\times10^7$.

\section{What the example leaves out}

\emph{Gas collisions.} At a total pressure of 1\,Torr and an assumed molecular diameter of 0.6\,nm, with all molecules taken as alike, the mean free path is $\lambda=32$\,$\mu$m. Gas collisions alone would give a diffusivity of order $\lambda\bar v/3$. Adding the two resistances would lower $D$ by about $d(2-f)/(f\lambda)=0.15/32\approx0.5\%$. This is too low, because collisions mainly cut short the long flights nearly parallel to the axis, which weigh heavily in the mean square. By \eqref{eq:tail}, displacements longer than $\lambda$ alone supply 0.7\% of $\langle Z^2\rangle$, and some shorter ones are interrupted too. For a long tube, a fall of the order of one per cent is a better estimate. The hole here is shorter than $\lambda$, so displacements of that length do not occur in it.

\emph{Molecular size.} The centre of a molecule has a bore narrower by 0.6\%, which lowers $D$ by the same fraction. The arrival rate at the bottom, which in the long-tube limit goes as the cube of the bore, falls by about 1.8\%.

\emph{Sidewall reaction.} Let each strike consume a molecule with a small probability $\beta$. The mean flight time is $d/\bar v$, so the loss rate is $\beta\bar v/d$ and the steady density obeys $Dn''=(\beta\bar v/d)n$. With $n=n_0$ at the mouth and $n=0$ at the bottom,
\begin{equation}
n=n_0\frac{\sinh[\phi(1-z/L)]}{\sinh\phi},\quad
\phi^2=\frac{\beta\bar vL^2}{dD}=3\beta\frac{L^2}{d^2}\frac f{2-f}.
\end{equation}
The flux at the bottom is $-Dn'(L)=(Dn_0/L)\,\phi/\sinh\phi$, so the loss-free value is multiplied by $\phi/\sinh\phi\approx1-\phi^2/6$. For an assumed $\beta=10^{-5}$, $\phi^2=0.050$ and this long-tube estimate gives a loss of 0.8\%; with the end effects of the finite hole the loss is about 0.95\%.

\emph{Time on the wall.} Suppose that every diffuse strike is an adsorption with binding energy 0.4\,eV and attempt frequency $10^{13}\,\mathrm{s^{-1}}$, both assumed. The residence time is 1.08\,ns, against $d/(f\bar v)=0.33$\,ns of flight between diffuse strikes. A cycle then lasts $1+3.3=4.3$ times as long, and transient spreading is slower by that factor. The steady flux at a given gas density is unchanged if adsorbed molecules do not move along the wall, since adsorption and desorption then balance at each place.

\section{The model beside a real deposition step}

The dimensions, temperature and pressures are round values of the order used for deep, narrow holes in atomic layer deposition. The value $f=0.8$ is an assumption, not a measured property of this vapour on a growing film. With all else fixed, fully diffuse walls would lower $D$ from 0.19 to 0.13\,cm$^2$/s, a reduction by one third. A real dose breaks the assumption of saturated sidewalls: during the dose, fresh wall consumes precursor. If $\beta$ were $10^{-3}$ along the whole hole, $\phi^2$ would be 5 and the bottom flux about half its loss-free value. The arrival rate above therefore applies only when the sidewalls have stopped reacting. It also needs a bottom that captures every arrival. By the symmetry of the tube, a molecule re-emitted diffusely from a point spread uniformly over the bottom leaves through the mouth with probability $W$ before it strikes the bottom again; for a given point the probability is about 10\% higher near the centre and about 13\% lower near the wall. If the bottom captured a molecule with a probability per strike well below $W$, most arriving molecules would therefore leave again, and the uptake would be far below this rate.

\section*{Computed values}
\begin{verbatim}
Mean path per flight / d: 1.000000
Mean square axial step / d^2: 0.666667
Mean inverse emitted speed times vbar: 1.000000
Square tube, largest change of mean-square chord: 0.48 %
Square tube, C1/C0: 0.750
f = 0.4: (2-f)/f = 4.000
  square-tube factor: 3.416
  traced W, L/d = 20: 0.1796 +/- 0.0014
  traced W, L/d = 50: 0.0854 +/- 0.0010
  factor from slope of 1/W: 3.67 +/- 0.08
f = 0.8: (2-f)/f = 1.500
  square-tube factor: 1.384
  traced W, L/d = 20: 0.0851 +/- 0.0009
  traced W, L/d = 50: 0.0360 +/- 0.0005
  factor from slope of 1/W: 1.41 +/- 0.03
Bore d: 100 nm
Depth L: 5.0 um
Aspect ratio L/d: 50
Temperature: 500 K
Molar mass: 72 g/mol
Precursor pressure: 0.1 Torr
Total pressure: 1.0 Torr
Diffuse fraction f: 0.8
Mean speed: 383.4 m/s
D for f = 1: 0.1278 cm2/s
D for f = 0.8: 0.1917 cm2/s
D for f = 0.8 in SI: 1.917e-05 m2/s
Persistence scale d(2-f)/f: 150 nm
Long-tube W: 0.0400
Ray-traced W: 0.0360 +/- 0.0005
End effect, drop of W: 9.9 %
  standard error of this drop: 1.2 %
Arrival rate at mouth: 1.454e+09 1/s
Arrival rate at bottom: 5.24e+07 1/s
Assumed molecular diameter: 0.6 nm
Gas mean free path: 32.4 um
Gas-collision effect on D, estimate: 0.46 %
Molecular diameter / bore: 0.60 %
Assumed reaction probability per strike: 1e-05
phi^2 for sidewall reaction: 0.0500
Bottom-flux loss by sidewall reaction: 0.83 %
Assumed binding energy: 0.4 eV
Assumed attempt frequency: 1e+13 1/s
Adsorption residence time: 1.08 ns
Flight time between diffuse strikes: 0.326 ns
Residence time / flight time: 3.30
\end{verbatim}
